# Misfit-Dislocation Strain and Band-Edge Modulation Beneath an Epitaxial Silicide

An epitaxial silicide whose lattice constant is slightly smaller than that of the semiconductor cannot stay in registry with it without strain. Once the film has relaxed, the interface consists of strips of good registry separated by misfit dislocations. The strips pull the semiconductor together and the dislocations let it spread apart, so its surface carries a periodic strain although its average strain is zero. An electron approaching the contact sees this strain as a lateral variation of the band edge. The question is how deep the variation reaches and how large it is.

Let the semiconductor occupy $z>0$, with straight dislocation lines along $y$ at $x=nL$. Their Burgers vector lies in the interface, along $x$, and has length $b$. If $f$ is the magnitude of the misfit, full relaxation requires one Burgers length per length $L$ of accumulated mismatch, so $L=b/f$. Tensile strain is positive. Both crystals are first taken to be isotropic, with the same elastic constants, and thick compared with $L/2\pi$. Nothing varies along $y$ and $u_y=0$. Linear elasticity is used at distances from the cores large compared with $b$.

Displacements are measured from each crystal's own unstrained lattice. Within a strip of registry the semiconductor is compressed relative to the silicide, so the jump $\Delta(x)=u_x(x,0^+)-u_x(x,0^-)$ has slope $-b/L$. At each dislocation it rises by $b$. Using the Fourier series of the periodic delta function,

$$
\frac{d\Delta}{dx}=-\frac bL+b\sum_n\delta(x-nL)
=\frac{2b}{L}\sum_{m=1}^{\infty}\cos kx,\qquad k=\frac{2\pi m}{L}.
$$

The constant term has cancelled. There is no mean strain in the semiconductor either: with periodic displacement gradients, the average of $\partial_xu_x$ over one period is $[u_x(x+L,z)-u_x(x,z)]/L$, which does not depend on $z$, and it vanishes in the unstrained depth. The mean of $\sigma_{zz}$ is likewise independent of $z$ by force balance and zero in the depth, so the mean of $\varepsilon_{zz}$ vanishes too.

Symmetry divides the jump. Replace $u_x(x,z)$ by $-u_x(x,-z)$ and $u_z(x,z)$ by $u_z(x,-z)$. For equal crystals the new field satisfies the same elastic equations and has the same jump, so it is the same solution. Hence $u_x$ is odd in $z$ and $u_z$ is even. The normal stress $\sigma_{zz}$, built from $\partial_xu_x$ and $\partial_zu_z$, is odd; being continuous, it vanishes at $z=0$. The semiconductor is therefore a half-space with

$$
\varepsilon_{xx}(x,0^+)=\frac bL\sum_{m\ge1}\cos kx,\qquad \sigma_{zz}(x,0)=0 .
$$

For one harmonic write $u_x=U(z)\sin kx$ and $u_z=W(z)\cos kx$. With Poisson ratio $\nu$, equilibrium reads $(1-2\nu)\nabla^2\mathbf u+\nabla(\nabla\cdot\mathbf u)=0$. Its divergence shows that $\nabla\cdot\mathbf u$ is harmonic, so $kU+W'=D_0e^{-kz}$ for a solution that decays. The two components of the equation become

$$
U''-k^2U=W''-k^2W=\frac{kD_0}{1-2\nu}e^{-kz}.
$$

Since $(kz\,e^{-kz})''-k^2(kz\,e^{-kz})=-2k^2e^{-kz}$, both functions contain the same term $Bkz\,e^{-kz}$, with $D_0=-2(1-2\nu)kB$:

$$
U=(A+Bkz)e^{-kz},\qquad W=(A'+Bkz)e^{-kz}.
$$

Substitution in $kU+W'=D_0e^{-kz}$ gives $A-A'+B=-2(1-2\nu)B$, hence $A'=A+(3-4\nu)B$.

The prescribed surface strain gives $kA=b/L$. Zero normal stress means $(1-\nu)\varepsilon_{zz}+\nu\varepsilon_{xx}=0$ at $z=0$. There $\varepsilon_{xx}$ has amplitude $kA$ and $\varepsilon_{zz}$ has amplitude $W'(0)=k(B-A')=-k[A+2(1-2\nu)B]$, so

$$
-(1-2\nu)A-2(1-\nu)(1-2\nu)B=0,\qquad B=-\frac{A}{2(1-\nu)} .
$$

With $C=b/[2L(1-\nu)]$ these are $A=2(1-\nu)C/k$ and $B=-C/k$, and then $A'=-(1-2\nu)C/k$. Differentiation, with $\varepsilon_{xz}=\tfrac12(\partial_zu_x+\partial_xu_z)$, yields

$$
\begin{aligned}
\varepsilon_{xx}&=C\sum_{m\ge1}[2(1-\nu)-kz]e^{-kz}\cos kx,\\
\varepsilon_{zz}&=C\sum_{m\ge1}[kz-2\nu]e^{-kz}\cos kx,\\
\varepsilon_{xz}&=-C\sum_{m\ge1}(1-kz)e^{-kz}\sin kx .
\end{aligned}
$$

Since $kz=2\pi mz/L$, every component has the form $(b/L)F(x/L,z/L)$. This is the precise sense in which the depth scale is proportional to the spacing. A component is not a pure exponential, because of the terms linear in $kz$. They cancel in the dilatation,

$$
\operatorname{Tr}\varepsilon=\frac bL\,\frac{1-2\nu}{1-\nu}\sum_{m\ge1}e^{-kz}\cos kx .
$$

To measure the modulation, define the contrast $\delta$ of a quantity as its value below a core, $x=0$, minus its value below the midpoint, $x=L/2$. Put $Z=2\pi z/L$ and $q=e^{-Z}$. The geometric series equals $q/(1-q)$ at the core and $-q/(1+q)$ at the midpoint, so its contrast is

$$
\frac q{1-q}+\frac q{1+q}=\frac{2q}{1-q^2}=\frac1{\sinh Z}.
$$

Applying $-Z\,d/dZ$ gives the contrast of the series with the extra factor $kz=mZ$, namely $Z\cosh Z/\sinh^2Z$. Therefore

$$
\delta\operatorname{Tr}\varepsilon=\frac bL\,\frac{1-2\nu}{1-\nu}\,\frac1{\sinh(2\pi z/L)},
$$

and its local decay length is

$$
\ell(z)=-\left(\frac{d\ln\delta\operatorname{Tr}\varepsilon}{dz}\right)^{-1}
=\frac L{2\pi}\tanh\frac{2\pi z}{L}.
$$

For $Z\gg1$ the length tends to $L/2\pi$. For $Z\ll1$ it tends to $z$, and the contrast becomes $b(1-2\nu)/[2\pi(1-\nu)z]$, independent of $L$: close to a core the other dislocations do not matter. Changing $L$ at fixed $b$ changes the amplitude as well as the depth scale, so the depth at which the strain falls below a fixed threshold is not simply proportional to $L$.

Now let $x$ be $[110]$ and $z$ be $[001]$ in a semiconductor with silicon-like conduction valleys along the cubic axes. To first order in strain, a valley along the unit vector $\mathbf n$ shifts by $\Xi_d\operatorname{Tr}\varepsilon+\Xi_u\,\mathbf n\cdot\varepsilon\mathbf n$. The $[001]$ valleys have $\mathbf n\cdot\varepsilon\mathbf n=\varepsilon_{zz}$. The in-plane valleys lie at $45^\circ$ to $x$, so for them it is $\varepsilon_{xx}/2$. At this order the shear $\varepsilon_{xz}$ enters neither. In silicon, shear in the cubic axes also lowers the valleys at second order, through the coupling of the bands at the X point. In the example below, a rough two-band estimate puts this at up to about 10 meV locally at 2 nm depth and under 1 meV at 5 nm, while the lateral range of the edge moves by less than 1 meV. Thus

$$
\Delta E_z=\Xi_d\operatorname{Tr}\varepsilon+\Xi_u\varepsilon_{zz},\qquad
\Delta E_{xy}=\Xi_d\operatorname{Tr}\varepsilon+\tfrac12\Xi_u\varepsilon_{xx}.
$$

Inserting the strain contrasts, with $C(1-2\nu)2$ as the prefactor of the dilatation,

$$
\begin{aligned}
\delta E_z&=C\left\{\frac{2(1-2\nu)\Xi_d-2\nu\Xi_u}{\sinh Z}+\Xi_u\frac{Z\cosh Z}{\sinh^2Z}\right\},\\
\delta E_{xy}&=C\left\{\frac{2(1-2\nu)\Xi_d+(1-\nu)\Xi_u}{\sinh Z}-\frac{\Xi_u}{2}\frac{Z\cosh Z}{\sinh^2Z}\right\}.
\end{aligned}
$$

The second contrast vanishes where

$$
Z\coth Z=\frac{2[2(1-2\nu)\Xi_d+(1-\nu)\Xi_u]}{\Xi_u},
$$

which has a solution when the right-hand side exceeds 1. For given material constants this fixes $Z$, so the reversal depth is proportional to $L$. The conduction edge is the lower of the two valley energies at each point, and its modulation need not follow either valley.

The valence top needs a matrix. When the spin-orbit splitting is large compared with the strain energies, the four states of angular momentum $J=3/2$ suffice. In cubic axes $X,Y,Z_c$ their strain Hamiltonian is

$$
H=a_v\operatorname{Tr}\varepsilon-b_v\sum_i\left(J_i^2-\tfrac54\right)\varepsilon_{ii}
-\frac{d_v}{\sqrt3}\sum_{i<j}(J_iJ_j+J_jJ_i)\varepsilon_{ij}.
$$

The matrices $J_{Z_c}^2-\frac54$, $(J_X^2-J_Y^2)/\sqrt3$ and the three $(J_iJ_j+J_jJ_i)/\sqrt3$ anticommute with one another and each squares to one. The traceless part of $H$ therefore has as eigenvalues plus and minus the root of the sum of their squared coefficients, and the valence top takes the plus sign. Here $\varepsilon_{XX}=\varepsilon_{YY}=\varepsilon_{xx}/2$, $|\varepsilon_{XY}|=|\varepsilon_{xx}|/2$ and $\varepsilon_{XZ_c}^2+\varepsilon_{YZ_c}^2=\varepsilon_{xz}^2$. The first matrix has coefficient $-b_v(\varepsilon_{zz}-\varepsilon_{xx}/2)$, the second has none, and

$$
\Delta E_v=a_v\operatorname{Tr}\varepsilon+
\sqrt{b_v^2\left(\tfrac12\varepsilon_{xx}-\varepsilon_{zz}\right)^2+d_v^2\left(\tfrac14\varepsilon_{xx}^2+\varepsilon_{xz}^2\right)} .
$$

Consider a model contact with rough, rounded parameters in the regime of cobalt disilicide on silicon (001): $b=0.38$ nm, $f=0.012$, $\nu=0.25$, $\Xi_d=1.1$ eV, $\Xi_u=9.0$ eV, $a_v=2.5$ eV, $b_v=-2.2$ eV and $d_v=-5.0$ eV. Then $L=0.38/0.012=31.7$ nm, $L/2\pi=5.04$ nm and $C=0.012/1.5=0.008$. At the five points compared, the closed strain field agrees with a direct sum over single-dislocation fields to $1.0\times10^{-8}$ in strain. At $Z=3$ the decay length obtained from such sums is 5.015 nm, and 10.030 nm when $L$ is doubled at fixed $b$.

At $z=5$ nm, $Z=0.992$, $1/\sinh Z=0.860$ and $Z\cosh Z/\sinh^2Z=1.125$. The valley contrasts are

$$
\begin{aligned}
\delta E_z&=0.008\,[(1.1-4.5)(0.860)+9.0(1.125)]\ \text{eV}\approx58\ \text{meV},\\
\delta E_{xy}&=0.008\,[(1.1+6.75)(0.860)-4.5(1.125)]\ \text{eV}\approx14\ \text{meV}.
\end{aligned}
$$

From 5 to 20 nm the dilatation contrast falls from 0.69% to 0.030%, a factor of 23, whereas $\delta E_z$ falls from 58 to 9.8 meV, a factor of 6. The difference comes from the term linear in $Z$: at large depth both quantities carry the factor $e^{-Z}$, but in the valley energy it is multiplied by a term that grows as $Z$.

The in-plane contrast reverses at 8.1 nm. At 10 nm the strains below the core are $\varepsilon_{xx}=-0.102\%$ and $\varepsilon_{zz}=0.230\%$, which put the in-plane valleys at $-3.2$ meV and the $[001]$ valleys at $+22$ meV. Subtracting the contrasts, $-3.2$ and 34 meV, puts them at about 0 and $-12$ meV below the midpoint. The lowest valley has changed from in-plane to $[001]$ between the two positions. At 20 nm the edge is lowered at both, by 1.6 and 4.7 meV. This follows from the first harmonic, in which the two valley shifts are there proportional to $\cos(2\pi x/L)$ with opposite signs, so that one of them is negative wherever the cosine is nonzero. The full lateral range of the conduction edge is 86, 23, 13 and 4.7 meV at 2, 5, 10 and 20 nm. At 2 nm it exceeds the core-to-midpoint difference of 61 meV, so the extremes do not both lie at those two positions.

Below the core at 5 nm, $\varepsilon_{xx}=-0.036\%$, $\varepsilon_{zz}=0.508\%$ and $\varepsilon_{xz}=0$. The dilatation raises the valence top by $2.5\times0.00471$ eV $=11.8$ meV and the root adds 11.6 meV, 23.4 meV in all. Including the split-off band, with a splitting of 44 meV, gives 23.5 meV. At 2 nm the corresponding values are 65 and 73 meV, so there the four-state formula is about 12% below the six-band value. The close agreement at 5 nm has a definite cause: $\varepsilon_{xx}$ is nearly zero, the strain is almost uniaxial along $[001]$, and the top states $J_{Z_c}=\pm3/2$ then have no split-off partner with which to mix.

A crossed, identical array along the other in-plane direction adds its strain linearly. Both arrays contribute equally to the dilatation, to $\varepsilon_{zz}$ and to the in-plane valley strain $(\varepsilon_{xx}+\varepsilon_{yy})/2$. The valley contrasts between a crossing and the centre of a cell are therefore twice those above. The valence shift does not simply double, because its root must be evaluated with the total strain; at a crossing, for instance, $\varepsilon_{XY}$ cancels.

The elastic idealizations can be sized at 5 nm. A silicide 30 nm thick with a free surface leaves $\delta E_z$ at 58 meV, but one 10 nm thick raises it to 67 meV, by 17%, and lowers $\delta E_{xy}$ from 13.5 to 10.7 meV. A thick silicide 1.25 times as stiff, with the same Poisson ratio, gives 59 and 15.7 meV. Cobalt disilicide differs from silicon mainly in bulk modulus and Poisson ratio, so this uniform scaling does not represent it: rough cubic constants of 228, 140 and 83 GPa for the silicide, on the cubic semiconductor specified next, give about 61 and 18 meV. Equal cubic crystals with rough silicon-like constants $C_{11}$, $C_{12}$, $C_{44}$ of 165, 65 and 80 GPa give 66 and 15.3 meV. Their decay exponents are complex, $(0.94\pm0.46i)k$, so the strain oscillates with depth inside an envelope whose decay length is 5.4 nm, against 5.0 nm in the isotropic case. At 20 nm $\delta E_z$ is 9.3 meV instead of 9.8 meV in spite of the longer envelope, and near 24 nm the dilatation contrast changes sign, which it never does in the isotropic model. The simple law for the dilatation is thus a guide to the first 10 nm or so, not to the far tail.

The band-edge map is local, and electrons do not resolve every detail of it. Confining an electron on the scale of the first harmonic costs about $\hbar^2(2\pi/L)^2/2m$. With transverse and longitudinal masses of 0.2 and 0.9 free-electron masses this is 7.5 meV for the $[001]$ valleys and 4.6 meV for the in-plane valleys. The 4.7 meV range at 20 nm is thus no longer a landscape that carriers follow point by point. The smoothing is already substantial nearer the contact: for lateral motion at fixed depth, the lowest $[001]$-valley state lies about 7 meV below the unstrained edge at both 5 and 10 nm, where the local minimum of that valley is about 12 meV below it. At 300 K, $k_BT=26$ meV, close to the conduction-edge range of 23 meV at 5 nm and twice the 13 meV at 10 nm. For the crossed arrays these ranges double, so the modulation is then still comparable with $k_BT$ at 10 nm.

For a doping of $10^{17}$ cm$^{-3}$, a band bending of 0.5 V and a relative permittivity of 12, the maximum depletion field is 0.12 MV/cm and the depletion width is 81 nm. The strained layer lies well inside the depletion region, where free carriers screen little. Without strain, image-force lowering puts the barrier top at 1.6 nm, inside the strongly strained layer. Below a core the limit $Z\to0$ of $\delta E_{xy}$ gives the strain potential

$$
\Delta E_{xy}\simeq\frac{b(1-2\nu)}{4\pi(1-\nu)}\left(2\Xi_d+\frac{\Xi_u}{2}\right)\frac1z=\frac{0.135\ \text{eV nm}}{z},
$$

while the image potential is $-0.030$ eV nm$/z$. The next term of the strain potential is a constant, about $-31$ meV, which lowers the energy but does not affect the slope. For these parameters the sum of the two $1/z$ terms is repulsive, so below the core line the continuum model has no image-force maximum; the barrier keeps rising until linear elasticity fails. This conclusion depends on $\Xi_d$, which is poorly known on an absolute scale: at the same $\Xi_u$ the sum becomes attractive, and a maximum returns, for $\Xi_d$ below about $-1.5$ eV. Its height there needs an atomistic treatment of the core.

Real cobalt disilicide contacts can depart from the model in several ways, among them the regularity and completeness of the dislocation array. If a film is only half relaxed by the same dislocations, $L$ doubles to 63 nm and the asymptotic depth to 10 nm. Uneven spacing introduces Fourier components of wavelength $\Lambda>L$, which decay over $\Lambda/2\pi$ and can dominate the tail. Burgers vectors with a component normal to the interface, steps and facets change the field itself. For contact films near 10 nm thick the free surface matters, as in the 17% change of $\delta E_z$ found above at 5 nm depth. The doping chosen suits a rectifying contact, for which the tunnelling energy $E_{00}=(\hbar/2)\sqrt{N/m\varepsilon_s}$, in electronvolts for SI quantities, is 3.8 meV, well below $k_BT$. Here $N$ is the doping, $m$ the transverse mass and $\varepsilon_s$ the permittivity. Source and drain contacts are doped far more heavily, roughly $10^{20}$ cm$^{-3}$. At the same band bending and mass, $E_{00}\propto\sqrt N$ would then be about 120 meV and the depletion width about 2.6 nm, so tunnelling through the most strongly strained layer would control the current. In neither case is the strain map by itself a prediction of the measured Schottky barrier, which also depends on the interface dipole and its variation near the dislocations. The numerical output lists the strains and energies at all four depths.

## Values computed for the example and the checks

```
Burgers length b = 0.38 nm; misfit f = 0.012
Poisson ratio nu = 0.25
Xi_d = 1.1 eV; Xi_u = 9.0 eV
a_v = 2.5 eV; b_v = -2.2 eV; d_v = -5.0 eV
spin-orbit splitting = 44 meV
dislocation spacing L = 31.67 nm
asymptotic decay length L/2pi = 5.04 nm
largest strain error against direct sum = 1.0e-08
decay length at Z=3, spacing L = 5.015 nm
decay length at Z=3, spacing 2L = 10.030 nm
in-plane valley contrast reverses at z = 8.12 nm
z = 2 nm: Z = 0.397, local decay 1.90 nm
  core strain xx 0.4738 %, zz 1.1685 %
  dilatation contrast 1.9640 %
  valley contrast: z 119.17, xy 61.20 meV
  Ec shift: core 39.39, mid -21.82 meV
  Ec full lateral range 86.10 meV
  Ev core: formula 64.73, six-band 73.22 meV
z = 5 nm: Z = 0.992, local decay 3.82 nm
  core strain xx -0.0362 %, zz 0.5076 %
  dilatation contrast 0.6879 %
  valley contrast: z 57.61, xy 13.50 meV
  Ec shift: core 3.56, mid -9.94 meV
  Ec full lateral range 22.85 meV
  Ev core: formula 23.39, six-band 23.47 meV
z = 10 nm: Z = 1.984, local decay 4.85 nm
  core strain xx -0.1021 %, zz 0.2296 %
  dilatation contrast 0.2242 %
  valley contrast: z 33.96, xy -3.19 meV
  Ec shift: core -3.19, mid -11.89 meV
  Ec full lateral range 12.94 meV
  Ev core: formula 9.87, six-band 10.46 meV
z = 20 nm: Z = 3.968, local decay 5.04 nm
  core strain xx -0.0392 %, zz 0.0546 %
  dilatation contrast 0.0303 %
  valley contrast: z 9.79, xy -3.03 meV
  Ec shift: core -1.60, mid -4.70 meV
  Ec full lateral range 4.71 meV
  Ev core: formula 2.29, six-band 2.38 meV
cubic C11, C12, C44 = 165, 65, 80 GPa
film 30 nm, z=5 nm: z 57.64, xy 13.49 meV
film 10 nm, z=5 nm: z 67.41, xy 10.65 meV
thick film, stiffness x1.25, z=5 nm: z 59.18, xy 15.74 meV
cubic anisotropy, z=5 nm: z 65.54, xy 15.32 meV
film 30 nm, z=20 nm: z 9.79, xy -3.03 meV
film 10 nm, z=20 nm: z 10.74, xy -3.40 meV
thick film, stiffness x1.25, z=20 nm: z 10.37, xy -3.19 meV
cubic anisotropy, z=20 nm: z 9.25, xy -3.61 meV
anisotropic decay length = 5.38 nm
T = 300 K; kT = 25.85 meV
doping 1e+17 cm^-3; bending 0.5 V
relative permittivity 12; masses 0.2, 0.9 m_e
field 0.123 MV/cm; depletion width 81.4 nm
lateral kinetic scale: z 7.50, xy 4.58 meV
tunnelling energy E00 = 3.79 meV
image-force barrier top, no strain: z = 1.56 nm
1/z coefficients: strain 0.1351, image 0.0300 eV nm
```
